\section*{Hydrogen 1s–2s Two-Photon Amplitude: Sturmian Sum and Continuum Share}

\section{One intermediate state}

Let a hydrogen atom go from 1s to 2s by absorbing two equal photons, and suppose that 2p is the only state it can pass through. In atomic units, with a fixed nucleus and no relativity, each photon has energy
\[
\omega=\tfrac12(E_{2s}-E_{1s})=\tfrac12\left(-\tfrac18+\tfrac12\right)=\tfrac3{16},
\]
which is 5.102 eV, or 243.0 nm. After one photon the energy is $E=E_{1s}+\omega=-\tfrac5{16}$, and 2p lies $x=-\tfrac18+\tfrac5{16}=\tfrac3{16}$ above it.

The light is polarized along $z=r\cos\theta$. Each angular integral between an s state and the p state with $m=0$ is $1/\sqrt3$, so two of them give $1/3$. The radial functions $u=rR$, with both s states positive near the origin, are
\[
u_{1s}=2re^{-r},\quad u_{2s}=\frac{r}{\sqrt2}\Big(1-\frac r2\Big)e^{-r/2},\quad u_{2p}=\frac{r^2e^{-r/2}}{2\sqrt6}.
\]
The two radial dipoles are
\begin{align*}
\int u_{2p}\,r\,u_{1s}\,dr&=\frac1{\sqrt6}\int r^4e^{-3r/2}dr=\frac{24}{\sqrt6}\Big(\frac23\Big)^5=\frac{256}{81\sqrt6},\\
\int u_{2p}\,r\,u_{2s}\,dr&=\frac1{4\sqrt3}\int\Big(r^4-\frac{r^5}2\Big)e^{-r}dr=\frac{24-60}{4\sqrt3}=-3\sqrt3 .
\end{align*}
Their product is $-128\sqrt2/27$. Dividing by $3x=9/16$ gives a one-state amplitude of $-11.919$. The true value is $-7.854$. Since the transition rate goes as the square, the one-state model overestimates it by a factor $(11.919/7.854)^2=2.30$.

\section{The amplitude and what it drives}

The electron has charge $-1$, so a field $F_0\cos\omega t$ adds the energy $zF_0\cos\omega t$. Keep the part $\tfrac12zF_0e^{-i\omega t}$, which absorbs photons. In the interaction picture a p state obeys
\[
i\dot c_n=\tfrac12F_0\langle n|z|1s\rangle e^{ix_nt}c_{1s},\qquad x_n=E_n-E .
\]
If the field is weak and rises slowly compared with $1/x_n$, then $c_{1s}$ is nearly constant and integration gives $c_n=-\tfrac12F_0\langle n|z|1s\rangle e^{ix_nt}c_{1s}/x_n$. The second photon takes this to 2s with phase $e^{i(E_{2s}-E_n-\omega)t}=e^{-ix_nt}$, because $E_{2s}-\omega=E$. The phases cancel, leaving
\begin{equation}
i\dot c_{2s}=-\frac{F_0^2}{4}D\,c_{1s},\qquad
D=\sum_n\frac{\langle2s|z|n\rangle\langle n|z|1s\rangle}{E_n-E}.
\label{D}
\end{equation}
The sum includes an integral over the continuum. A two-level system with coupling $\Omega/2$ has Rabi frequency $\Omega$, so $\Omega=|D|F_0^2/2$. A short, weak, square pulse of length $t$ leaves the 2s population $(\Omega t/2)^2$.

This coupling was tested by propagating 16 s and 16 p pseudostates through a pulse of length $T=1000$ atomic units, peak field $2\times10^{-5}$ and envelope $\sin^2(\pi t/T)$. The squared envelope integrates to $3T/8$. The final 2s amplitude was 1.0005 times the prediction of Eq.~(\ref{D}).

\section{Why adding bound states does not cure the error}

The obvious repair is to add 3p, 4p and so on. Their terms are $2.054$, $0.463$, $0.184$ and $0.094$ for $n=3$ to $6$, and the running sum moves from $-11.919$ to $-9.124$. The complete bound series converges to $-8.922$. That is a converged answer to the wrong question: the rate is still too large by a factor 1.29, because the bound p states are not a complete set.

One could integrate over continuum waves as well, but these extend to infinity and oscillate. The quantity needed is much simpler. Define $f$ by
\begin{equation}
(H-E)f=r\,u_{1s},\qquad H=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r ,
\label{inhom}
\end{equation}
where $1/r^2$ is the centrifugal term $l(l+1)/2r^2$ for $l=1$. Expanding $f$ in eigenstates of $H$ divides each component by $E_n-E$, so
\[
D=\frac13\int u_{2s}\,r\,f\,dr .
\]
Because $E=-5/16$ lies below the lowest p level, $-1/8$, no denominator vanishes and $f$ is a unique, decaying function. The basis should therefore describe one localized function, not the spectrum.

\section{A basis adapted to the energy}

Hydrogen functions for nuclear charge $Z$ decay as $e^{-Zr/n}$ and have energy $-Z^2/2n^2$. With $Z=1$ the decay slows as $n$ grows, and completeness needs the continuum. Instead let the charge grow with $n$, $Z=n\lambda$. Every function then has the same decay and the same energy $-\lambda^2/2$. Set this energy to $E$:
\[
\lambda=\sqrt{-2E}=\sqrt{5/8}=0.7906 .
\]
The resulting Sturmian functions are
\begin{equation}
S_n=N_n(2\lambda r)^2e^{-\lambda r}L^{3}_{n-2}(2\lambda r),\qquad n=2,3,\dots
\end{equation}
Their radial equation is that of a charge $n\lambda$,
\[
\Big(-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-E\Big)S_n=\frac{n\lambda}{r}S_n ,
\]
and subtracting $S_n/r$ from both sides gives
\begin{equation}
(H-E)S_n=\frac{n\lambda-1}{r}S_n .
\label{st}
\end{equation}

Multiply the equation for $S_n$ by $S_m$, subtract the same with $m$ and $n$ exchanged, and integrate. The derivative terms cancel by parts, since the functions vanish at both ends. What remains is $(n-m)\lambda\int S_mS_n\,dr/r=0$, so the functions are orthogonal with weight $1/r$. For the norm put $y=2\lambda r$, so that $dr/r=dy/y$:
\[
\int\frac{S_n^2}{r}dr=N_n^2\int y^3e^{-y}\big[L^3_{n-2}(y)\big]^2dy=N_n^2\frac{(n+1)!}{(n-2)!}.
\]
This is one if $N_n=[(n-1)n(n+1)]^{-1/2}$. At fixed $\lambda$ the Laguerre functions are complete, with no continuum to add.

Insert $f=\sum_na_nS_n$ into Eq.~(\ref{inhom}), multiply by $S_m$ and integrate. By Eq.~(\ref{st}) one term survives, $a_m(m\lambda-1)=\int S_m\,r\,u_{1s}\,dr$. Hence
\begin{equation}
D=\frac13\sum_{n=2}^\infty\frac{b_n^{(2s)}b_n^{(1s)}}{n\lambda-1},\qquad b_n^{(j)}=\int S_n\,r\,u_j\,dr .
\label{sum}
\end{equation}
No matrix has to be inverted. A denominator vanishes when $\lambda=1/n$, that is when $E=-1/2n^2$: the photon is then resonant with an np level and the perturbative amplitude loses its meaning.

\section{The integrals}

Both sources are sums of $r^qe^{-\beta r}$: $ru_{1s}=2r^2e^{-r}$ and $ru_{2s}=(r^2-r^3/2)e^{-r/2}/\sqrt2$. The generating function $\sum_kt^kL^3_k(y)=(1-t)^{-4}e^{-yt/(1-t)}$ handles all $n$ together. The exponent multiplying $-r$ becomes
\[
\beta+\lambda+\frac{2\lambda t}{1-t}=\frac{(\beta+\lambda)-(\beta-\lambda)t}{1-t}=(\beta+\lambda)\frac{1-\rho t}{1-t},\quad \rho=\frac{\beta-\lambda}{\beta+\lambda}.
\]
Since $\int r^{q+2}e^{-cr}dr=(q+2)!/c^{q+3}$, with $[t^k]$ denoting the coefficient of $t^k$,
\begin{equation}
\int r^qe^{-\beta r}S_n\,dr=N_n\frac{4\lambda^2(q+2)!}{(\beta+\lambda)^{q+3}}\,[t^{n-2}]\frac{(1-t)^{q-1}}{(1-\rho t)^{q+3}} .
\label{proj}
\end{equation}
With $k=n-2$, the coefficients for $q=2$ and $q=3$ are
\begin{align*}
A_k&=\tbinom{k+4}4\rho^k-\tbinom{k+3}4\rho^{k-1},\\
B_k&=\tbinom{k+5}5\rho^k-2\tbinom{k+4}5\rho^{k-1}+\tbinom{k+3}5\rho^{k-2},
\end{align*}
where the terms with negative powers of $\rho$ at small $k$ are absent, since their binomials vanish.

The first term of Eq.~(\ref{sum}) can be done by hand. For $n=2$ both coefficients are one and $N_2^2=1/6$. The 2s bracket is $24/(\lambda+\frac12)^5-60/(\lambda+\frac12)^6=24(\lambda-2)/(\lambda+\frac12)^6$, so
\[
D_1=\frac{1}{18}\,\frac{16\lambda^4\cdot48\cdot24\,(\lambda-2)}{\sqrt2\,(1+\lambda)^5(\lambda+\frac12)^6(2\lambda-1)}=-6.922 .
\]
One function already comes within 12\% of $D$, whereas the single physical state 2p misses by 52\%.

Apart from the factor $N_n$, for large $k$ the 1s integral varies as $k^4\rho_{1s}^k$ and the 2s integral as $k^5\rho_{2s}^k$. The two factors $N_n$ contribute $k^{-3}$ and the denominator $k^{-1}$, so the terms behave as $k^5(\rho_{1s}\rho_{2s})^k$. Here $\rho_{1s}=0.117$ and $\rho_{2s}=-0.225$, with product $-0.0263$. The partial sums are $-8.33935$, $-7.78574$ and $-7.85968$ for 2, 3 and 4 functions, and $-7.85365548$ for 8. The limit is
\[
D=-7.853655\ \frac{e^2a_0^2}{E_h}=-8.082\times10^{-4}\ \frac{e^2\,\mathrm{nm}^2}{\mathrm{eV}} .
\]
Solving Eq.~(\ref{inhom}) by finite differences out to 50 bohr, with steps 0.01 and 0.005 extrapolated to zero, gives $-7.8536554$ without any Sturmian.

\section{The bound sum in closed form}

The same integrals supply the bound dipoles. At $\lambda=1/n$ the right side of Eq.~(\ref{st}) vanishes, so $S_n$ is the np state up to its norm. Differentiating the energy $-Z^2/2n^2$ with respect to $Z$ gives $-\langle1/r\rangle=-Z/n^2$, hence $\langle1/r\rangle=1/n^2$ at $Z=1$. As $\int S_n^2dr/r=1$, the normalized state is $u_{np}=S_n/n$.

For 1s, $\beta=1$, $\rho=(n-1)/(n+1)$ and $\beta+\lambda=(n+1)/n$. Then
\[
A_{n-2}=\rho^{n-3}\frac{(n+1)n(n-1)}{24}\big[(n+2)\rho-(n-2)\big]=\rho^{n-3}\frac{n^2(n-1)}{12},
\]
because the bracket equals $2n/(n+1)$. Equation~(\ref{proj}) gives the dipole
\[
d_{1s}=\frac{N_n}{n}\,\frac{4}{n^2}\,48\Big(\frac{n}{n+1}\Big)^5A_{n-2}=16N_n\frac{n^4(n-1)}{(n+1)^5}\Big(\frac{n-1}{n+1}\Big)^{n-3}.
\]
For 2s, $\beta=\frac12$, $\rho=(n-2)/(n+2)$ and $\beta+\lambda=(n+2)/2n$. Take $n\ge3$. Now $(n+2)\rho-(n-2)=0$, so $A_{n-2}=0$. In $B_{n-2}$ the common factor is $\rho^{n-4}(n+1)n(n-1)/120$, times
\begin{align*}
&(n+3)(n+2)\rho^2-2(n+2)(n-2)\rho+(n-2)(n-3)\\
&=\rho\big[(n+3)(n-2)-2(n^2-4)+(n-3)(n+2)\big]=-4\rho .
\end{align*}
Thus $B_{n-2}=-\rho^{n-3}(n+1)n(n-1)/30=-\rho^{n-3}/(30N_n^2)$, and
\[
d_{2s}=-\frac{N_n}{n}\,\frac{4}{n^2}\,\frac{60}{\sqrt2}\Big(\frac{2n}{n+2}\Big)^6B_{n-2}=\frac{256\sqrt2\,n^3}{N_n(n+2)^6}\Big(\frac{n-2}{n+2}\Big)^{n-3}.
\]
In the product the norms cancel:
\begin{equation}
d_{1s}d_{2s}=2^{25/2}\,\frac{n^7(n-1)^{n-2}(n-2)^{n-3}}{(n+1)^{n+2}(n+2)^{n+3}},\qquad n\ge3 .
\end{equation}
It is positive, while the 2p product found at the start is negative. This is why the higher bound states reduce the one-state result.

As $n\to\infty$, $[(n-1)/(n+1)]^n\to e^{-2}$ and $[(n-2)/(n+2)]^n\to e^{-4}$, so the product tends to $2^{25/2}e^{-6}/n^3$. Cutting the series at $n=M$ leaves an error falling only as $1/M^2$. It is better to sum explicitly to 400 and add
\[
\frac{2^{25/2}e^{-6}}{3\cdot5/16}\sum_{n>400}\frac1{n^3}=4.77\times10^{-5}.
\]
The result is $D_{\rm bound}=-8.921585$.

\section{The continuum by subtraction}

Now
\[
D_{\rm cont}=D-D_{\rm bound}=-7.853655+8.921585=1.067930 .
\]
The continuum has the opposite sign to the total and amounts to $-13.6\%$ of it.

A subtraction inherits every mistake in its two inputs, so the remainder needs its own calculation. For momentum $k$ and energy $\varepsilon=k^2/2$ the energy-normalized p wave is $u_\varepsilon=\sqrt{2/\pi k}\,F_1(-1/k,kr)$, with $F_1$ the regular Coulomb function. Then
\[
D_{\rm cont}=\frac13\int_0^\infty\frac{d_{1s}(\varepsilon)\,d_{2s}(\varepsilon)}{\varepsilon+5/16}\,d\varepsilon=1.067930,
\]
in agreement. The dipole product was positive at all 200 momenta tried between 0.05 and 10. Of the integral, 97.9\% comes from energies below 13.6 eV, so in the length form the states that matter are mostly slow electrons that continue the Rydberg series. In the momentum form of the next section faster electrons weigh more, and the share below 13.6 eV drops to 82\%.

Removing the denominators gives a further test of completeness. The sum over states must then equal
\[
\langle2s|z^2|1s\rangle=\frac{\sqrt2}3\int\Big(r^4-\frac{r^5}{2}\Big)e^{-3r/2}dr=-\frac{512\sqrt2}{729}=-0.993247 ,
\]
and bound plus continuum states reproduce this value.

\section{The share depends on the form of the interaction}

The total $D$ can also be computed from momentum matrix elements. Since $[H,z]=-ip$, we have $p=i[H,z]$, and
\[
\langle2s|p|n\rangle\langle n|p|1s\rangle=(E_n-E_{2s})(E_n-E_{1s})\langle2s|z|n\rangle\langle n|z|1s\rangle .
\]
With $E_{2s}=E+\omega$ and $E_{1s}=E-\omega$ the energy factor is $(x_n-\omega)(x_n+\omega)=x_n^2-\omega^2$. Divide by $x_n$ and by $-\omega^2$: each term of $D$ is multiplied by $1-x_n^2/\omega^2$.

The total is unchanged if $\sum_nx_n\langle2s|z|n\rangle\langle n|z|1s\rangle=\langle2s|z(H-E)z|1s\rangle$ vanishes. From $[z,[H,z]]=1$ follows $2zHz=z^2H+Hz^2+1$. Between 2s and 1s the constant drops out by orthogonality, leaving $[\frac12(E_{1s}+E_{2s})-E]\langle2s|z^2|1s\rangle$. This is zero because $E$ is midway between the levels.

The separate parts do change. For 2p, $x=\omega$, so the dominant term of the length form disappears. The bound part becomes $-3.128$ and the continuum part $-4.725$, which is 60\% of the same total. ``The contribution of the continuum'' therefore has a value only once the form is named: $+1.068$ in the length form. A model that truncates the list of states inherits this ambiguity. A Sturmian sum cut after a few functions also depends on the form, but the difference vanishes quickly as functions are added, because the limit in Eq.~(\ref{sum}) includes the whole spectrum.

\section{Above threshold the scheme must change}

A third photon can ionize 2s. The energy is then $E'=E_{2s}+\omega=+\frac1{16}$, $\lambda=\sqrt{-2E'}$ is imaginary, and $|\rho|=1$: the geometric convergence is lost. The remedy is to give up the link between $\lambda$ and the energy. With $\lambda$ free,
\[
\int S_m(H-E')S_n\,dr=(n\lambda-1)\delta_{mn}-\Big(E'+\frac{\lambda^2}2\Big)\int S_mS_n\,dr .
\]
The recurrence $yL^3_k=-(k+1)L^3_{k+1}+(2k+4)L^3_k-(k+3)L^3_{k-1}$ makes the overlap tridiagonal, with diagonal $n/\lambda$ and neighbours $-\sqrt{(n-1)(n+2)}/2\lambda$. A complex $\lambda=|\lambda|e^{-i\theta}$ with $0<\theta<\pi/2$ yields decaying functions with an outgoing phase. The matrix equation is solved without complex conjugation.

This gives the 2s polarizability at $\omega$, $\alpha_{2s}=-29.85+12.82\,i$, while $\alpha_{1s}=5.71$. A level shifts by $-\alpha F_0^2/4$. The imaginary part of the energy is $-\Gamma/2$, so 2s ionizes at the rate $\Gamma=F_0^2\,\mathrm{Im}\,\alpha_{2s}/2$. The value of $\mathrm{Im}\,\alpha_{2s}$ was tested against the golden-rule result $\pi d_{2s}^2/3$ from the Coulomb wave, and agreed within one part in $10^6$. Both $\Gamma$ and $\Omega$ scale as $F_0^2$, so at this order their ratio, 1.63, does not depend on intensity. More light does not produce undamped Rabi cycles.

\section{A pulse, and the distance to a resist}

Take a square pulse of 100 fs at 0.1 TW/cm$^2$, with peak field 8.68 MV/cm. The Rabi frequency is 0.4626 rad/ps, so the lowest-order population is $(0.4626\times0.1/2)^2=5.35\times10^{-4}$. A two-level model with light shift and ionization gives $5.15\times10^{-4}$, which is 3.8\% less. Most of this is loss: an amplitude created at a uniform rate and decaying as $e^{-\Gamma s/2}$ loses a fraction $\Gamma t/2=0.755\times0.1/2=3.8\%$ of its population to first order. The light-shift phase of 0.105 rad costs about $0.105^2/12=0.1\%$. The two-level model leaves out non-resonant terms that oscillate at optical frequencies; in this pulse they make the population ripple by one to two per cent if the field starts at a crest, and by less if it starts at a zero. The finite nuclear mass changes $D$ by 0.16\% and moves the wavelength to 243.14 nm. Relativity and retardation enter at relative scales of $5\times10^{-5}$ and $2\times10^{-6}$.

These numbers hold for an isolated atom with sharp levels. In a resist that assumption fails. If the phase between the two states is lost in a time $T_2\ll t$, the population $(\Omega^2/4)\iint e^{-|s-s'|/T_2}ds\,ds'$ is about $\Omega^2T_2t/2$, smaller than the coherent value by $2T_2/t$. For an assumed $T_2$ of 10 fs this estimate gives a reduction by a factor of 5; the full double integral gives 5.6. Hydrogen thus gives no resist dose. It does show, for this atom and in the length form, that a model with one intermediate state can miss a two-photon rate by a factor of two, and that completing the bound series still leaves an error of 29\%. The remaining figures are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
photon energy: 0.1875 hartree = 5.1021 eV
wavelength, fixed nucleus: 243.00 nm
intermediate energy E: -0.3125 hartree
Sturmian exponent lam: 0.790569 1/bohr
rho_1s, rho_2s, product: 0.11696, -0.22515, -0.02633
amplitudes below in atomic units (e^2 bohr^2/hartree)
D with  1 Sturmians: -6.921528703
D with  2 Sturmians: -8.339352357
D with  3 Sturmians: -7.785736275
D with  4 Sturmians: -7.859684786
D with  6 Sturmians: -7.853679889
D with  8 Sturmians: -7.853655484
D with 12 Sturmians: -7.853655422
D converged: -7.853655422
D by finite differences: -7.8536554
D converted: -8.08209e-04 e^2 nm^2/eV
bound term n=2: -11.918969
bound term n=3: 2.054344
bound term n=4: 0.462887
bound term n=5: 0.184076
bound term n=6: 0.093578
bound tail n>400: 4.774e-05
all bound states: -8.921585
continuum by subtraction: 1.067930
continuum by direct integral: 1.067930
continuum / total, length form: -13.60 %
part of continuum below 13.6 eV: 97.9 %
rate with 2p only / true rate: 2.303
rate with bound states only / true rate: 1.290
closure <2s|z^2|1s>: -0.993247 bohr^2
closure from bound + continuum: -0.993247 bohr^2
velocity form, bound part: -3.128279
velocity form, continuum part: -4.725377
continuum / total, velocity form: 60.17 %
time-dependent / predicted 2s amplitude: 1.00048
pulse: 0.10 TW/cm2, 100 fs
peak field: 8.680 MV/cm
two-photon Rabi frequency: 0.4626 rad/ps
2s population, lowest order: 5.3495e-04
2s population, with shift and loss: 5.1463e-04
ionized fraction through 2s: 1.308e-05
polarizability 1s: 5.7141 a.u.
polarizability 2s: -29.8535 + 12.8232 i a.u.
2s ionization rate: 0.7553 1/ps
ionization rate / Rabi frequency: 1.6328
1s-2s light shift: 1.0475 rad/ps
light-shift phase in pulse: 0.1047 rad
finite nuclear mass, change of D: 0.163 %
wavelength with finite nuclear mass: 243.14 nm
relativity, scale alpha^2: 5.33e-05
retardation, scale (2 pi a0/wavelength)^2: 1.87e-06
\end{verbatim}
